# Penalty and Lagrange constraints on moment directions in a mean-field model, part 1

(Sections cited here and not found follow in the second part.)

Two magnetic sites are to be held at $120^\circ$ to each other. With a penalty weight $\lambda=5$ eV/$\mu_B^2$ each moment misses its target by $1.438^\circ$, and optimally damped linear mixing needs 74 iterations to cut the error by $10^8$. With $\lambda=80$ the miss is $0.0917^\circ$ and the count is 1193. The products, $1.438\times74=106$ and $0.0917\times1193=109$, are nearly equal. A Lagrange-multiplier loop on the same system has no angular error and needs 17 outer steps, 43 diagonalizations in all. The analysis below derives both scalings and the settings that follow from them. The numbers come from the numerical check.

## The functional and its derivatives

The analysis uses a mean-field noncollinear spin functional on a chain of $N$ one-orbital sites, without spin-orbit coupling. The one-electron Hamiltonian is $H(h)=H_t-\sum_i \mathbf h_i\cdot\boldsymbol\sigma_i$, with nearest-neighbour hopping $-t$. The moment $\mathbf m_i=\langle\boldsymbol\sigma_i\rangle$ is counted in $\mu_B$ and its sign is chosen so that a field favours a parallel moment. The $3N$ components are collected in vectors $h$ and $m$, and $S_a$ denotes the $3N$ operators $\sigma_i^{x,y,z}$.

At chemical potential zero and smearing $kT$, $\Omega_0(h)=-kT\sum_n\ln(1+e^{-\varepsilon_n/kT})$. Since $\partial\Omega_0/\partial\varepsilon_n=f_n$ and $\partial\varepsilon_n/\partial h_a=-\langle n|S_a|n\rangle$, one has $m=-\partial\Omega_0/\partial h$. First-order perturbation theory of the density matrix with $\delta H=-S_b\,\delta h_b$ gives the bare susceptibility

$$\chi_{0,ab}=\frac{\partial m_a}{\partial h_b}=\sum_{nm}w_{nm}\langle n|S_a|m\rangle\langle m|S_b|n\rangle,\qquad w_{nm}=\frac{f_n-f_m}{\varepsilon_m-\varepsilon_n},$$

with $w_{nm}=f_n(1-f_n)/kT$ for equal levels. At $kT>0$ every $w_{nm}$ is positive, so $x^T\chi_0x=\sum w_{nm}|\langle n|x\cdot S|m\rangle|^2>0$ for $x\ne0$. The map $h\to m$ is then invertible, and the energy as a function of the moments is

$$E(m)=\Omega_0(h)+h\cdot m-\tfrac I4|m|^2 .$$

The first two terms are the non-interacting free energy at given moments; the last is Stoner exchange. Differentiating, the terms $(\partial\Omega_0/\partial h+m)\cdot dh$ cancel, which leaves

$$\nabla E=h-\tfrac I2m,\qquad A\equiv\nabla\nabla E=\chi_0^{-1}-\tfrac I2 .$$

The example takes $N=2$, $t=1$ eV, $I=4$ eV, $kT=0.4$ eV, round values tied to no material. The smearing is large for a reason. Let $\tau_z$ be the sublattice sign. The antiunitary operation $\tau_z\,i\sigma_y$ times complex conjugation sends $H_t\to-H_t$ and $\boldsymbol\sigma_i\to-\boldsymbol\sigma_i$, hence $H\to-H$, and it is local on the sites, so each site holds one electron for any fields: $\rho_{ii}=(1+\mathbf m_i\cdot\boldsymbol\sigma)/2$. At $kT=0$, when no level lies at the chemical potential, $\rho^2=\rho$ gives $\rho_{12}\rho_{21}=\rho_{11}-\rho_{11}^2=(1-m_1^2)/4$ and $\rho_{21}\rho_{12}=(1-m_2^2)/4$. The two products have the same eigenvalues, so $|\mathbf m_1|=|\mathbf m_2|$ for all fields that leave no level at zero, and there $\chi_0$ has a null direction. The smearing removes it, but only through $\rho-\rho^2$, whose eigenvalues $f_n(1-f_n)$ are exponentially small when $kT$ is small against the levels $|\varepsilon_n|$; a small $kT$ would leave $\chi_0$ nearly singular.

Targets are unit vectors $\mathbf e_i$. The $2N$ columns of $U$ are orthonormal vectors transverse to the $\mathbf e_i$, two per site, and the $N$ columns of $L$ are the $\mathbf e_i$. Then $m=Uc+Ll$, $P=UU^T$ projects on transverse parts, and the constraint is $c=0$.

## Lagrange mode: the constraining field

Stationarity of $E-b\cdot U^Tm$ in $m$ and in the $2N$ multipliers $b$ gives

$$h=\tfrac I2m+Ub,\qquad U^Tm=0 .$$

The added field $B=Ub$ is transverse to the targets and equals $\nabla E$. The constrained energy is $E_L$.

Rotate one target by a small vector $\boldsymbol\omega_i$. All lengths readjust, $\delta\mathbf m_j=\delta l_j\,\mathbf e_j+\delta_{ij}\,\boldsymbol\omega_i\times\mathbf m_i$, and $\delta E_L=B\cdot\delta m$. The length changes drop out because $\mathbf B_j\perp\mathbf e_j$, and the cyclic property of the triple product gives

$$\frac{\partial E_L}{\partial\boldsymbol\omega_i}=\mathbf m_i\times\mathbf B_i .$$

This is the torque the constraining field applies; the electrons exert the opposite one. A common rotation leaves $E$ unchanged without spin-orbit coupling, so $\sum_i\mathbf m_i\times\mathbf B_i=0$. The program asserts the torque formula against finite differences of $E_L$, and the sum rule, for the dimer and for a noncoplanar three-site chain.

For the dimer, $\mathbf e_{1,2}=(\pm s,0,\kappa_c)$ with $s=\sin(\theta/2)$, $\kappa_c=\cos(\theta/2)$. An independent solution exists. With equal total fields $h$ at mutual angle $\phi$ and $\tau$ acting on the site index, $H=-t\tau_x-h\cos\frac\phi2\,\sigma_z-h\sin\frac\phi2\,\tau_z\sigma_x$. The third term anticommutes with the first two, which commute, so $H^2=t^2+h^2+2th\cos\frac\phi2\,\tau_x\sigma_z$ and the levels are $\pm\varepsilon_\pm$ with $\varepsilon_\pm^2=t^2+h^2\pm2th\cos\frac\phi2$. The moments follow from derivatives of $\Omega_0(h,\phi)$, and the field splits into $h\cos\frac{\theta-\phi}2=\frac I2m$ along the target and $|b_i|=h\sin\frac{\theta-\phi}2$ across it. At $\theta=120^\circ$ the solution is $m=0.8631\,\mu_B$, $h=1.7404$ eV/$\mu_B$, $\phi=105.387^\circ$. The half difference is $7.306^\circ$, so $1.7404\times0.99188=1.7263=2\times0.8631$ and $|b_i|=1.7404\times0.12717=0.2213$ eV/$\mu_B$, about $3.8\times10^3$ T. The matrix solution agrees within the asserted $10^{-9}$. Since $\phi<\theta$, the field closes the angle: $\mathbf B_{1,2}=|b_i|(\mp\kappa_c,0,s)$. Opening $\theta$ by $d\theta$ turns each moment by $d\theta/2$ against its field, so $dE_L/d\theta=-m|b_i|=-0.8631\times0.2213=-0.1910$ eV/rad, equal to the finite difference.

## The energy as a function of the transverse moments

For given $c$, fix the lengths $l(c)$ by $L^T\nabla E=0$, and assume $A_{LL}=L^TAL>0$ so that this is a minimum and $l(c)$ is smooth. Define $W(c)=E(Uc+Ll(c))$. Because $L^T\nabla E=0$, $\nabla W=U^T\nabla E$, so $W(0)=E_L$ and $\nabla W(0)=b$. Differentiating $L^T\nabla E=0$ gives $A_{LU}\,dc+A_{LL}\,dl=0$. Inserting $dl$ in $d(\nabla W)=A_{UU}\,dc+A_{UL}\,dl$ gives the Hessian

$$K=A_{UU}-A_{UL}A_{LL}^{-1}A_{LU},$$

tested against finite differences of the multiplier for shifted constraints.

$K$ need not be positive. Invariance $E(Rm)=E(m)$ implies $\nabla E(Rm)=R\nabla E(m)$, and an infinitesimal rotation gives $A(\boldsymbol\omega\times m)=\boldsymbol\omega\times B$. Complex conjugation flips $\sigma_y$ only, so at a state in the $xz$ plane $A$ does not couple $y$ components to the others, and $K=A$ in the $y$ block. For $\boldsymbol\omega=\hat z$: $\hat z\times\mathbf m_{1,2}=\pm ms\,\hat y$ and $\hat z\times\mathbf B_{1,2}=\mp|b_i|\kappa_c\,\hat y$, an eigenvector with eigenvalue $-(|b_i|/m)\cot\frac\theta2$. For $\boldsymbol\omega=\hat x$: $-m\kappa_c\,\hat y$ and $-|b_i|s\,\hat y$ on both sites, eigenvalue $+(|b_i|/m)\tan\frac\theta2$. With $|b_i|/m=0.25643$ these are $-0.1480$ and $+0.4441$ eV/$\mu_B^2$, both asserted to be in the computed spectrum $\{-0.14805,-0.00381,0.23253,0.44415\}$.

The in-plane modes are separated by a $\pi$ rotation about $z$ combined with a site swap. The field $B$ is even under it, so $b$ is an eigenvector, with $k=b^TKb/|b|^2=0.23253$. The odd mode is the rotation about $\hat y$, for which $\hat y\times m=Uc$ is transverse and $\hat y\times B=L\beta$ is longitudinal. Then $A_{UU}c=0$, $A_{LU}c=\beta$ and $c^TKc=-\beta^TA_{LL}^{-1}\beta<0$, so the eigenvalue $c^TKc/|c|^2$, with $|c|^2=2m^2$, is negative; it is the remaining one, $-0.00381$.

## Penalty mode

The functional is $E+E_p$ with $E_p=\lambda|c|^2=\lambda\,m^TPm$. Its gradient vanishes when

$$h=\tfrac I2m-2\lambda Pm .$$

$E_p$ does not depend on $l$, so the problem is to minimize $W(c)+\lambda|c|^2$:

$$\nabla W(c)+2\lambda c=b+(K+2\lambda)c+O(|c|^2)=0 .$$

For $2\lambda\gg\|K\|$, $c$ is $O(\lambda^{-1})$; the quadratic term is $O(\lambda^{-2})$ and is divided once more by $2\lambda$:

$$c=-(2\lambda+K)^{-1}b+O(\lambda^{-3})=-\frac{b}{2\lambda}+\frac{Kb}{4\lambda^2}+O(\lambda^{-3}).$$

The program finds the order of the remainder above 2.8 between $\lambda=160$ and 320. The state is a minimum only if $2\lambda+K>0$, with $K$ taken at that state.

The angular error obeys $\tan\delta_i=|c_i|/l_i$ with $l_i=m_i+O(\lambda^{-1})$, so $\delta_i\to|b_i|/(2\lambda m_i)$. Squaring $c$ gives $|c|^2=|b|^2/4\lambda^2-b^TKb/4\lambda^3+\dots$, so

$$E_p=\frac{|b|^2}{4\lambda}-\frac{b^TKb}{4\lambda^2}+O(\lambda^{-3}).$$

Both errors fall as $1/\lambda$ with prefactors set by the Lagrange field. They vanish when the target is itself stationary: at $\theta=180^\circ$ the program asserts $|b|<10^{-10}$ and an angle below $10^{-10}$ rad at $\lambda=5$.

For the energies, write $M=2\lambda+K$. Then $E+E_p-E_L=b\cdot c+\frac12c^TMc+O(|c|^3)$. With $c=-M^{-1}b$ the two terms are $-b^TM^{-1}b$ and $+\frac12b^TM^{-1}b$; the $O(\lambda^{-3})$ error of $c$ enters only quadratically because this form is stationary there. Hence

$$E+E_p-E_L=-\tfrac12b^TM^{-1}b+O(\lambda^{-3})\to-\frac{|b|^2}{4\lambda},\qquad E-E_L\to-\frac{|b|^2}{2\lambda},$$

the second by subtracting $E_p$. Dropping the penalty from the reported energy doubles the leading error. Stationarity in $m$ gives exactly $d(E+E_p)/d\lambda=|c|^2=E_p/\lambda\ge0$, and $c=0$ is a trial point with value $E_L$, so $E+E_p$ rises toward $E_L$ from below as long as the penalty state is the minimum over a region containing $c=0$. Adding the penalty twice cancels the leading error. From $2\lambda c=-\nabla W(c)$, $2E_p=-c\cdot\nabla W(c)=-b\cdot c-c^TKc+O(|c|^3)$, while $W(c)=E_L+b\cdot c+\frac12c^TKc+O(|c|^3)$, so

$$E+2E_p-E_L=-\tfrac12c^TKc+O(\lambda^{-3}).$$

This is $O(\lambda^{-2})$ and its sign depends on $K$; it is an estimate, not a bound.

| $\lambda$ (eV/$\mu_B^2$) | $\delta$ (deg) | $E_p$ (meV) | $E+E_p-E_L$ (meV) | $E+2E_p-E_L$ (meV) |
|---|---|---|---|---|
| 5 | 1.4381 | 4.667 | −4.783 | −0.116 |
| 20 | 0.3654 | 1.210 | −1.218 | −0.0072 |
| 80 | 0.0917 | 0.305 | −0.306 | −0.00045 |

The limits are $\lambda\delta\to0.25643/2$ rad $=7.346^\circ$ and $\lambda E_p\to2\times0.22133^2/4=0.024494$, in the units of the table's $\lambda$ times degrees or eV. At $\lambda=80$ the second-order formula gives $0.024494\,(1-0.23253/80)=0.024423$ against the computed $0.024422$. The last column is $-\frac12kE_p/\lambda=-0.1163\times0.30528/80=-4.44\times10^{-4}$ meV against $-4.46\times10^{-4}$. The angle has $\lambda\delta=7.337^\circ$, 0.13% under its limit, while $c$ alone is lowered by $k/2\lambda=0.15\%$; the denominator $l_i$ also moves at order $1/\lambda$. At $\lambda=5$, $|c_i|=0.216033/10$ and $\tan1.43812^\circ=0.025105$ give $l_i=0.8605$, shorter than 0.8631. For the three-site chain ($I=5$ eV) at $\lambda=320$ the ratio of $E_p$ to its limit is 0.9991 and those of the angles are 0.9997, 0.9995, 0.9997. A direct BFGS minimization at $\lambda=5$ reproduces the penalty state in both systems.

The quadratic penalty is even in $\mathbf m_i$ and cannot tell $\mathbf e_i$ from $-\mathbf e_i$. The Ma–Dudarev form $\lambda'\sum_i(|\mathbf m_i|-\mathbf e_i\cdot\mathbf m_i)$ can: a reversed moment costs $2\lambda'|\mathbf m_i|$. Near the target $|\mathbf m_i|-l_i=\sqrt{l_i^2+|c_i|^2}-l_i\approx|c_i|^2/2l_i$, a quadratic penalty with $\lambda_i=\lambda'/2m_i$. Its longitudinal force $\lambda'|c_i|^2/2l_i^2$ is $O(1/\lambda')$ and does not change the leading order, so $\delta_i\to|b_i|/\lambda'$ and $E_p\to\sum_im_i|b_i|^2/2\lambda'$. At $\lambda'=320$ eV/$\mu_B$ the limits are $0.22133/320$ rad $=0.03963^\circ$ and $0.8631\times0.22133^2/320=0.1321$ meV; the computed values are $0.03960^\circ$ and $0.1320$ meV. This form is not differentiable at $\mathbf m_i=0$.

## Recovering the field from a penalty run

Comparing the two self-consistency equations, the penalty supplies the field $Ub_\lambda$ with $b_\lambda=-2\lambda c=\nabla W(c)$. It is the exact multiplier of the displaced constraint $U^Tm=c$, and

$$b_\lambda=b-\frac{Kb}{2\lambda}+O(\lambda^{-2}).$$

Errors below are norms over both sites, to be compared with $|b|=\sqrt2\times0.22133=0.3130$ eV/$\mu_B$. At $\lambda=80$ the formula gives $0.23253\times0.3130/160=4.55\times10^{-4}$; the computed error is $4.56\times10^{-4}$, or 0.15% of $|b|$.

Two runs remove the leading term. With $b_\lambda=b+a_1/\lambda+a_2/\lambda^2+\dots$, one has $2b_{2\lambda}-b_\lambda=b-a_2/2\lambda^2+\dots$. From $\lambda=5$ and 10, $2\times0.218718-0.216033=0.221403$ per site against 0.221331, a total error of $1.0\times10^{-4}$, or 0.03% of $|b|$.

The augmented Lagrangian removes all orders. Minimize $W-b_k\cdot c+\lambda|c|^2$, so that $b-b_k+(K+2\lambda)c=0$ to linear order, and update $b_{k+1}=b_k-2\lambda c$. With $\epsilon_k=b_k-b$, $c=(K+2\lambda)^{-1}\epsilon_k$ and

$$\epsilon_{k+1}=[1-2\lambda(K+2\lambda)^{-1}]\epsilon_k=K(K+2\lambda)^{-1}\epsilon_k .$$

The fixed point has $c=0$ at finite $\lambda$. A positive eigenvalue $k_j$ always contracts. A negative one needs $|k_j|<2\lambda-|k_j|$, that is $\lambda>|k_j|$, twice the threshold for the inner minimum. At $\lambda=5$ the factor along $b$ is $0.23253/10.23253=0.0227$, and the errors run $0.313$, $7.5\times10^{-3}$, $1.7\times10^{-4}$, $3.9\times10^{-6}$, $8.8\times10^{-8}$.

The penalty's angular and energy errors have been shown to fall as $1/\lambda$, with prefactors set by the Lagrange field, which can itself be recovered from penalty runs. What remains is to derive how the cost of linear mixing grows with $\lambda$, to find loops that avoid this, and to draw the practical settings and their range of validity.
